Ferroelectric area and interfacial-oxide field in transistors with a floating gate, part 2

A ferroelectric transistor has, from gate to silicon, a ferroelectric film, an internal metal connected to nothing, a thin oxide and p-type silicon. How much does the oxide field fall when the film area A_F shrinks while the area A_I of oxide and channel stays fixed? The area ratio is r = A_F/A_I.

Film and oxide have relative permittivities ε_b and ε_ox, thicknesses t_F and t_ox, fields E_F and E_ox, and displacements D_F and D_I, positive from gate toward silicon. Fields are in MV/cm, displacements in μC/cm². The internal metal carries charge σ per transistor area, ψ_s is the band bending at the silicon surface, and the gate voltage V is measured from flat band:

D_I = r D_F + σ.   (1)

E_ox = (r D_F + σ)/(ε₀ε_ox).   (2)

V = t_F E_F + t_ox E_ox + ψ_s.   (4)

With σ = 0, a film displacement D_F > 0 and an oxide field limit E_cap require

r ≤ ε₀ε_ox E_cap/D_F.   (3)

For classical carriers in silicon of permittivity ε_S, acceptor density N_A and intrinsic density n_i,

D_I = √[2ε_S kT N_A H(u_s)],   u_s = qψ_s/(kT) > 0.   (5)

H(u) = exp(−u) + u − 1 + γ[exp(u) − u − 1], with γ = n_i²/N_A².

Film grains have polarization ±P_s and switch when the opposing field exceeds their coercive field. Initially, half at each coercive field point up, toward the silicon. F(E) is the fraction with coercive field below E, E_c the median and n the spread exponent. During the first write,

D_F = ε₀ε_b E_F + P_s F(E_F).   (6)

F(E) = (E/E_c)ⁿ/[1 + (E/E_c)ⁿ].

The differential capacitances are c_F, per film area, and c_S, for oxide and silicon in series per transistor area:

c_F = dD_F/d(t_F E_F) = [ε₀ε_b + P_s nF(1 − F)/E_F]/t_F.   (7)

At fixed V,

dD_F/c_F + dD_I/c_S = 0.   (9)

and, with σ = 0,

d ln E_ox/d ln r = s,   s = c_S/(c_S + r c_F).   (11)

9. The example

The parameters are round values in the rough regime of a hafnium-zirconium oxide film over silicon dioxide and silicon. The film is 10 nm thick, with ε_b = 30, P_s = 20 μC/cm², median coercive field E_c = 1 MV/cm and spread exponent n = 4. The oxide is 3 nm thick with ε_ox = 3.9, so its capacitance is c_ox = 1.151 μF/cm². The silicon has relative permittivity 11.7, N_A = 10¹⁷ cm⁻³ and n_i = 10¹⁰ cm⁻³ at 300 K. The gate voltage is 5 V, and σ = 0.

For each r the voltage balance is one equation for E_F. It was solved by a numerical root search, with (5) inverted numerically to obtain ψ_s. At r = 0.1 the solution is E_F = 1.892 MV/cm. Its parts can be followed by hand. The switched fraction is

F = 1.892⁴/(1 + 1.892⁴) = 0.9276.

The linear part of the film displacement is 5.03 μC/cm² and the switched part is 20 × 0.9276 = 18.55 μC/cm². Thus

D_F = 23.58 μC/cm²,   D_I = 0.1 × 23.58 = 2.358 μC/cm².

Dividing by ε₀ε_ox gives E_ox = 6.83 MV/cm. The voltages are 1.892 V across the film, 2.048 V across the oxide and 1.060 V in the silicon, which add to 5.000 V.

At the same gate voltage, other ratios give the following values. Fields are in MV/cm and displacements in μC/cm².

r      E_ox    E_F    D_F    D_I
1.00   11.06   0.60    3.8   3.82
0.50   10.49   0.77    7.2   3.62
0.20    9.22   1.16   15.9   3.18
0.10    6.83   1.89   23.6   2.36
0.05    3.92   2.79   27.1   1.35

A tenfold reduction from r = 1 to r = 0.1 lowers the oxide field to 0.62 of its initial value, not to 0.10. Over the same change D_F rises about sixfold, because the switched fraction grows from 0.11 to 0.93. The next halving, from 0.1 to 0.05, is more effective and lowers the oxide field to 0.57 of its value at r = 0.1.

10. Why the first reductions do little

The local exponent explains this difference. In strong inversion the exponential electron term dominates H, so D_I² is nearly proportional to exp(qψ_s/(kT)). Taking the logarithm and differentiating gives 2dD_I/D_I = q dψ_s/(kT), hence

dD_I/dψ_s ≈ qD_I/(2kT).

At r = 1 this is about 74 μF/cm², and at r = 0.1 about 46 μF/cm². In series with the oxide's 1.151 μF/cm², both values leave c_S close to 1.13 μF/cm².

The film capacitance from (7) changes much more. At r = 1, with F = 0.112 and E_F = 0.596 MV/cm, it is about 16 μF/cm². Therefore

s ≈ 1.13/(1.13 + 16) ≈ 0.066.

At r = 0.1, with F = 0.928 and E_F = 1.892 MV/cm, it is about 5.5 μF/cm², and it enters multiplied by r:

s ≈ 1.12/(1.12 + 0.1 × 5.5) ≈ 0.67.

The product r c_F thus falls from about 16 to 0.55 μF/cm². A factor of 10 comes from the area itself. A further factor of about 3 comes from the film, which is mostly switched at r = 0.1 and supplies less additional charge per volt. The large film therefore compensates nearly all of a small loss of area, and the small film only about a third. At r = 0.05 the exponent is 0.88, already near the proportional limit.

11. The same film state

Now require the same film state in both devices: E_F = 2 MV/cm, for which F = 16/17 and D_F = 24.1 μC/cm². Equation (2) gives E_ox = 69.9 MV/cm at r = 1 and 6.99 MV/cm at r = 0.1. The ratio is 0.1, as it must be at fixed D_F.

The gate voltages differ widely. At r = 1 the balance would require 24.1 V, at r = 0.1 it requires 5.2 V. The first value is a formal result of the model, since the oxide could not sustain such a field. In this example the small area makes nearly complete switching possible at all.

If the oxide field is to stay at or below 8 MV/cm in this film state, the rule (3) gives

r ≤ (ε₀ε_ox × 8 MV/cm)/D_F = 0.114.

At that limit the gate voltage is 5.5 V. The rule limits the oxide field only. A smaller film also leaves less displacement for the channel, and at fixed gate voltage it has a higher field of its own.

12. After the gate voltage is removed

Equation (11) describes the write. It does not say that the smaller film has the lower oxide field once V has returned to zero. Let E_m be the largest film field reached during the write. At rest the film field points backward, and we write E_F = −e with e > 0. The voltage balance becomes

e t_F = t_ox E_ox + ψ_s.   (13)

The reverse field switches down every grain with coercive field below e. Grains with coercive field between e and E_m remain up, and those above E_m still cancel. For e < E_m the average polarization is

P_s{[F(E_m) − F(e)] − F(e)} = P_s[F(E_m) − 2F(e)].

Hence

D_F = −ε₀ε_b e + P_s[F(E_m) − 2F(e)].   (14)

For equal E_m, a smaller r lowers both e and E_ox at rest. To see this, note that (13) makes e a rising function of D_I, while (14) makes D_F a falling function of e. If a smaller r led to an equal or larger D_I, then e would be equal or larger and D_F equal or smaller. The product r D_F would then be smaller, which contradicts the assumption.

For equal write voltage, however, E_m differs. The numerical solution gives, for r = 1, a reverse film field of 0.41 MV/cm and an oxide field of 0.29 MV/cm. For r = 0.1 the values are 0.87 and 0.45 MV/cm. Both are higher in the device with the smaller film, whose polarization after the write was 18.55 μC/cm² instead of about 2.2 μC/cm².

The example also retains little. At r = 0.1, D_I falls from 2.36 to 0.15 μC/cm² when V returns to zero. Equation (13) shows a major cause: the band bending alone, about 0.74 V across a 10 nm film, amounts to a reverse field of 0.74 MV/cm, comparable with the median coercive field. Many grains switch back. These numbers hold for rest at flat band, V = 0, which is not the same as a grounded gate. Over this silicon a grounded gate corresponds to about V = 0.42 V for a midgap work function and V = 0.98 V for one at the conduction-band edge. After the same write, the reverse field at r = 0.1 is then 0.83 or 0.72 MV/cm and D_I is 0.34 or 0.80 μC/cm². The smaller film still has the higher fields at rest. Protecting the oxide during a write and retaining the written state are separate requirements.

13. Charge that crosses the oxide

Electrons that tunnel from the channel to the internal metal make σ negative. To find the consequence, hold V and r fixed. Equation (1) gives dD_I = r dD_F + dσ, and (9) gives dD_F = −(c_F/c_S)dD_I. Therefore

dD_I(1 + r c_F/c_S) = dσ, so dD_I/dσ = s.

The factor s appears again because the film compensates part of the added charge.

The tunnelling current was estimated from the semiclassical transmission through a barrier of height φ = 3.1 eV with electron mass m = 0.42m₀. For an electron whose energy of motion normal to the layers lies w below the top of the occupied states, the transmission is exp(−S), with

S = (2/ħ)∫√[2m(φ + w − qE_ox x)] dx,

taken over the part of the oxide where the root is real. The current density is

J = (4πqm₀/h³)∫min(w, qV_ox) exp(−S) dw,

where V_ox = t_ox E_ox. The factor min(w, qV_ox) counts electrons with an empty state to enter at zero temperature, with the emitter treated as a metal-like reservoir and the barrier taken as equally high on both sides of the oxide. The integral was evaluated numerically.

During the write at r = 1 this gives 0.050 A/cm². A 1 μs pulse then transfers 0.050 μC/cm². Multiplied by s = 0.066 and divided by D_I = 3.82 μC/cm², this is a reduction of the oxide field by about 0.09%. At r = 0.1 the change is about 0.005%. The estimate leaves out the confinement energy of section 14, which lowers the barrier for the channel electrons and raises the current. At r = 1 this raises the current by a factor of roughly 10 to 20, depending on how the confined electrons are counted. The oxide field then changes by about 1 to 2%, so neglecting tunnelling is still reasonable for the short pulse.

At rest with r = 0.1 the same formula gives 2.4 × 10⁻⁷ A/cm², and D_I/J is about 0.7 s. This value is far too short. The silicon is then no longer strongly inverted: its conduction-band edge at the surface lies 0.24 eV above the Fermi level, so the energies the formula counts fall in the band gap. If only thermally excited conduction electrons cross the same barrier, the current is of the order of 10⁻¹² to 10⁻¹⁰ A/cm² and D_I/|J| is of the order of 10³ to 10⁵ s. The direction of the net current depends on the work function of the internal metal: electrons flow toward a midgap metal, but toward the silicon if the barrier is 3.1 eV on the metal side as well. Such times are still short compared with years, so a neutral internal metal cannot be assumed for long storage. Leakage through the film, which is not estimated here, can change the charge of the metal as well.

14. Electrons in a narrow channel

Equation (5) treats the channel electrons as a classical gas. At these fields they are confined near the surface and densely packed, which requires more band bending. An estimate on the high side places all of them in one subband of a triangular well with the full surface field D_I/ε_S.

With a hard wall at the oxide, the wave equation in the well has Airy functions as solutions. Its lowest energy is

E₀ = 2.338[ħ²/(2m_z)]^(1/3)(qD_I/ε_S)^(2/3),

where 2.338 is the magnitude of the first zero of the Airy function and m_z = 0.92m₀. These masses apply to a (100) silicon surface. Its two equivalent lowest valleys, with in-plane mass m_p = 0.19m₀, have the density of states g = 2m_p/(πħ²). Counting all the charge as electrons, the filling energy is D_I/(qg). The band bending is then

ψ_s = (kT/q) ln(N_c N_A/n_i²) + [E₀ + D_I/(qg)]/q,

with N_c = 2.8 × 10¹⁹ cm⁻³. The first term brings the conduction-band edge at the surface down to the Fermi level.

Solving the voltage balance again at 5 V lowers E_ox from 11.06 to 9.79 MV/cm at r = 1, a change of −11.5%. At r = 0.1 it falls from 6.83 to 6.48 MV/cm, a change of −5.1%. The ratio of the two fields moves from 0.62 to 0.66. The conclusion remains, but the second digit of the classical results is already uncertain, and the third serves only for following the arithmetic.

15. Edges and grains

Field lines also leave the sides of the film and reach the internal metal outside it. To size this effect, the electrostatic problem was solved on a two-dimensional grid for a film strip 50 nm wide over a metal 500 nm wide. The film was linear with permittivity 30, the material beside it had permittivity 3.9, and the silicon was replaced by a grounded plane. The oxide field was 2.1% higher than the area rule predicts for the same linear stack on a grid with cells 2.5 nm wide, and 2.2% higher on finer grids. Field lines above the height of the film were left out. They add to the charge on the metal, so this figure is a lower estimate. If the space above is filled with permittivity 3.9 as well, the excess is about 7% for a gate electrode 10 nm thick and about 9% for one 50 nm thick.

The number of grains is finite as well. With grains 10 nm square, a film of 50 nm by 500 nm contains N = 250. Assign each grain s_g = +1 or −1. At fixed film field its mean is F and its square is 1, so its variance is 1 − F². For independent grains the relative scatter of the average is

√[(1 − F²)/N]/F = 2.5% at F = 0.928.

This is the scatter of the switched polarization between devices at fixed film field, not the scatter of E_ox at fixed gate voltage.

16. The model beside real devices

Hafnium-zirconium oxide films about 10 nm thick typically have coercive fields near 1 MV/cm and remanent polarizations of the order of 10 to 20 μC/cm², so the film parameters are ordinary. The 3 nm oxide is thick compared with the interfacial layer of roughly 1 nm common when hafnia is placed directly on silicon. The calculated oxide fields at r = 1 and r = 0.5, about 11.1 and 10.5 MV/cm, exceed the rough oxide breakdown field of 10 MV/cm, so those two rows of the table are references for comparison, not proposed operating points. At r = 0.1 the oxide is at 0.68 of that rough limit. The film is at 0.47 of a rough film breakdown field of 4 MV/cm, and at r = 0.05 it reaches 0.70.

Real channels break the classical-gas assumption, which moves the oxide field at r = 0.1 by about 5% in the estimate above. Real memories are also written repeatedly, whereas the example starts from a depoled film. A previous erase can leave films of different area in different states, and the comparison at fixed voltage then needs the full history of each device. In the example, an erase at −5 V before the write changes the ratio of the oxide fields at r = 0.1 and r = 1 only from 0.62 to 0.61. The erase itself stresses the oxide more than the write, about 7.6 MV/cm at r = 0.1, because silicon in accumulation takes less of the gate voltage. Other histories have not been sized here. The relation E_ox = (r D_F + σ)/(ε₀ε_ox) does not depend on the history, provided D_F and σ are those actually present and edge fields are small.
